# Polar Electron-Phonon Coupling from Poles of the Inverse Dielectric Function

A model crystal with two polar modes has longitudinal frequencies of 27.79 and 78.31 meV. At these frequencies its inverse dielectric function $1/\varepsilon(\omega)$ has poles with residues 0.3992 and 3.5248 meV. Divided by their frequencies, the residues add up to 0.059375. The difference $1/\varepsilon_\infty-1/\varepsilon_0$ for the same crystal is 0.118750, twice as large.

The factor of two comes from the poles at negative frequency. A sign needs equal care: at a positive longitudinal frequency, $+1/\varepsilon$ has a positive residue and $-1/\varepsilon$ a negative one. Let $R_\nu$ be the residue of $+1/\varepsilon(\omega)$ at $\omega=+\omega_\nu$. In Hartree atomic units the relations derived below are

$$|g_\nu(\mathbf q)|^2=\frac{4\pi}{Vq^2}R_\nu,\qquad \sum_\nu\frac{2R_\nu}{\omega_\nu}=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}.$$

## Setting and conventions

The crystal is a stable harmonic insulator without free carriers. Its electrons follow the ions adiabatically, so the clamped-ion dielectric constant $\varepsilon_\infty$ does not depend on frequency. The wave vector $\mathbf q=q\hat{\mathbf q}$ tends to zero along a fixed direction, but $q$ stays large compared with $\omega/c$, so the macroscopic field is electrostatic and parallel to $\mathbf q$. In an anisotropic crystal, $\varepsilon$ stands for $\hat{\mathbf q}\cdot\boldsymbol\varepsilon\cdot\hat{\mathbf q}$, and likewise for $\varepsilon_\infty$ and $\varepsilon_0$. The cell volume is $\Omega$, and $V=N\Omega$ is the volume of $N$ cells.

Let $u_{\kappa\alpha}$ be the displacement of ion $\kappa$ along $\alpha$, and $x_{\kappa\alpha}=\sqrt{M_\kappa}\,u_{\kappa\alpha}$. The Born charge $Z^*_{\kappa,\beta\alpha}$ gives the dipole along $\beta$ per unit displacement along $\alpha$ at zero field. It also gives the force along $\alpha$ per unit field along $\beta$, because both are the same mixed second derivative of the energy. For a field $E\hat{\mathbf q}$ the mode charges are therefore

$$s_{\kappa\alpha}=\frac1{\sqrt{M_\kappa}}\sum_\beta\hat q_\beta Z^*_{\kappa,\beta\alpha}.$$

With $D$ the real, symmetric dynamical matrix at zero macroscopic field, the equation of motion and the longitudinal polarization are

$$\ddot x=-Dx+sE,\qquad P=\frac{\varepsilon_\infty-1}{4\pi}E+\frac{s\cdot x}{\Omega}.$$

## The dielectric function and the longitudinal modes

For a field varying as $e^{-i\omega t}$, $\ddot x=-\omega^2x$, so $x=(D-\omega^2)^{-1}sE$. The displacement field is $E+4\pi P=\varepsilon_\infty E+4\pi s\cdot x/\Omega$. Dividing by $E$ gives

$$\varepsilon(\omega)=\varepsilon_\infty+\frac{4\pi}{\Omega}\,s^T(D-\omega^2)^{-1}s. \tag{1}$$

A rigid translation has $x_{\kappa\alpha}=\sqrt{M_\kappa}\,t_\alpha$, hence $s\cdot x=\hat{\mathbf q}\cdot(\sum_\kappa Z^*_\kappa)\cdot\mathbf t=0$, since the Born charges sum to zero. The acoustic modes therefore drop out of (1), and the static value $\varepsilon_0=\varepsilon(0)$ is finite.

In a free longitudinal oscillation no external charge is present, so the longitudinal displacement field vanishes. This fixes $E=-4\pi s\cdot x/(\Omega\varepsilon_\infty)$. Inserted in the equation of motion, it gives $\ddot x=-D_Lx$ with

$$D_L=D+c\,ss^T,\qquad c=\frac{4\pi}{\Omega\varepsilon_\infty},\qquad D_Le_\nu=\omega_\nu^2e_\nu. \tag{2}$$

The eigenvectors $e_\nu$ are real and orthonormal. They generally differ from those of $D$, because the macroscopic field mixes the zero-field patterns.

## Inverting the dielectric function

Write $A=D-\omega^2$ and $f=s^TA^{-1}s$, so that (1) reads $\varepsilon=\varepsilon_\infty(1+cf)$. To relate this to $D_L$, solve $(A+c\,ss^T)y=s$. Multiplication by $A^{-1}$ gives

$$y+c\,A^{-1}s\,(s\cdot y)=A^{-1}s.$$

The scalar product with $s$ gives $(s\cdot y)(1+cf)=f$. Since $y=(D_L-\omega^2)^{-1}s$,

$$s^T(D_L-\omega^2)^{-1}s=\frac{f}{1+cf}.$$

The inverse dielectric function follows from $1/(1+cf)=1-cf/(1+cf)$:

$$\frac1{\varepsilon(\omega)}=\frac1{\varepsilon_\infty}-\frac{4\pi}{\Omega\varepsilon_\infty^2}\sum_\nu\frac{(s\cdot e_\nu)^2}{\omega_\nu^2-\omega^2}. \tag{3}$$

Both sides are rational functions of $\omega$, so the identity also holds where an intermediate inverse fails to exist. Every longitudinal mode with $s\cdot e_\nu\ne0$ is thus a pole of $1/\varepsilon$ and a zero of $\varepsilon$. Modes with $s\cdot e_\nu=0$, including the acoustic ones, are absent.

## Residues and their signs

Near $\omega=+\omega_\nu$,

$$-\frac1{\omega_\nu^2-\omega^2}=\frac1{(\omega-\omega_\nu)(\omega+\omega_\nu)}\simeq\frac1{2\omega_\nu(\omega-\omega_\nu)}.$$

Equation (3) therefore gives

$$R_\nu=\frac{4\pi(s\cdot e_\nu)^2}{2\omega_\nu\Omega\varepsilon_\infty^2}>0. \tag{4}$$

At $-\omega_\nu$ the factor $\omega-\omega_\nu$ equals $-2\omega_\nu$, so the residue is $-R_\nu$. Together,

$$\frac1{\varepsilon(\omega)}=\frac1{\varepsilon_\infty}+\sum_\nu R_\nu\left[\frac1{\omega-\omega_\nu}-\frac1{\omega+\omega_\nu}\right]. \tag{5}$$

Thus $-1/\varepsilon$ has residue $-R_\nu$ at $+\omega_\nu$ and $+R_\nu$ at $-\omega_\nu$. Its positive quantity at $+\omega_\nu$ is the loss weight. From $\mathrm{Im}\,(\omega-\omega_\nu+i0)^{-1}=-\pi\delta(\omega-\omega_\nu)$,

$$\mathrm{Im}\left[-\frac1{\varepsilon(\omega+i0)}\right]=\pi\sum_\nu R_\nu\,\delta(\omega-\omega_\nu),\qquad\omega>0.$$

The area of a loss peak, divided by $\pi$, is $R_\nu$.

If several longitudinal modes share a frequency, the residue gives the sum of their contributions. That sum does not depend on the basis chosen in the degenerate space.

## The squared coupling

The coupling is defined by

$$H_{ep}=\sum_{\mathbf k\mathbf q\nu}g_\nu(\mathbf q)\,c^\dagger_{\mathbf k+\mathbf q}c_{\mathbf k}\,(a_{\mathbf q\nu}+a^\dagger_{-\mathbf q\nu}).$$

In this convention the operator $a_{\mathbf q\nu}+a^\dagger_{-\mathbf q\nu}$ multiplies a mass-weighted displacement wave of amplitude $X=e_\nu/\sqrt{2N\omega_\nu}$. By the condition of zero displacement field, this wave carries $E=-4\pi s\cdot X/(\Omega\varepsilon_\infty)$. For a potential $\phi e^{i\mathbf q\cdot\mathbf r}$ the field is $E=-iq\phi$, so $\phi=iE/q$. An electron has charge $-1$ and potential energy $-\phi$. To leading order in $q$, and within one band, the matrix element of $e^{i\mathbf q\cdot\mathbf r}$ is one. Hence

$$g_\nu(\mathbf q)=\frac{4\pi i}{\Omega\varepsilon_\infty q}\,\frac{s\cdot e_\nu}{\sqrt{2N\omega_\nu}}. \tag{6}$$

The phase depends on the sign chosen for $e_\nu$; the modulus does not. Squaring and separating one factor $4\pi/(N\Omega q^2)$ gives

$$|g_\nu|^2=\frac{4\pi}{N\Omega q^2}\left[\frac{4\pi(s\cdot e_\nu)^2}{2\omega_\nu\Omega\varepsilon_\infty^2}\right]=\frac{4\pi}{Vq^2}R_\nu.$$

The bracket is (4), which proves the first relation. In SI units, with $g_\nu$ an energy and $\hbar R_\nu$ the residue expressed as an energy, the prefactor $4\pi/(Vq^2)$ becomes $e^2/(\epsilon_{\rm vac}Vq^2)$, where $\epsilon_{\rm vac}$ is the vacuum permittivity.

## The sum rule and static screening

At $\omega=0$ the bracket in (5) equals $-2/\omega_\nu$. Therefore

$$\frac1{\varepsilon_0}=\frac1{\varepsilon_\infty}-\sum_\nu\frac{2R_\nu}{\omega_\nu}, \tag{7}$$

which is the second relation. The ratio of residue to pole frequency is $R_\nu/\omega_\nu$ at $+\omega_\nu$ and $(-R_\nu)/(-\omega_\nu)$ at $-\omega_\nu$. The two are equal, and both are needed.

The same factor of two appears in the interaction between static charges. Let $n_{\mathbf q}$ be the Fourier component of their density that multiplies $g_\nu(\mathbf q)$. Because $g_\nu(-\mathbf q)n_{-\mathbf q}=[g_\nu(\mathbf q)n_{\mathbf q}]^*$, relabelling the creation terms gives for each wave vector and mode

$$\omega a^\dagger a+gn\,a+(gn)^*a^\dagger=\omega\left(a^\dagger+\frac{gn}{\omega}\right)\left(a+\frac{(gn)^*}{\omega}\right)-\frac{|g|^2|n|^2}{\omega}.$$

The last term is the energy gained by relaxation. A pair interaction $v(\mathbf q)$ has energy $\frac12\sum_{\mathbf q}v(\mathbf q)|n_{\mathbf q}|^2$, so each mode contributes $v=-2|g_\nu|^2/\omega_\nu$. Added to the repulsion screened by the electrons,

$$\frac{4\pi}{Vq^2\varepsilon_\infty}-\sum_\nu\frac{2|g_\nu|^2}{\omega_\nu}=\frac{4\pi}{Vq^2}\left[\frac1{\varepsilon_\infty}-\sum_\nu\frac{2R_\nu}{\omega_\nu}\right]=\frac{4\pi}{Vq^2\varepsilon_0}.$$

The phonons supply the difference between clamped-ion and full static screening.

## Residues without eigenvectors

Let $\omega_{T\mu}$ be the frequencies of the eigenmodes of $D$ that contribute to (1), with eigenvectors $t_\mu$. They are called transverse optical (TO) frequencies because, for a wave vector perpendicular to the dipole of such a mode, $s\cdot t_\mu=0$ and the mode oscillates at $\omega_{T\mu}$ without a macroscopic field. For the direction $\hat{\mathbf q}$ considered here,
$$\varepsilon(\omega)=\varepsilon_\infty+\sum_\mu\frac{S_\mu\omega_{T\mu}^2}{\omega_{T\mu}^2-\omega^2},\qquad S_\mu=\frac{4\pi(s\cdot t_\mu)^2}{\Omega\omega_{T\mu}^2}. \tag{8}$$

At a zero of $\varepsilon$, $1/\varepsilon\simeq1/[\varepsilon'(\omega_\nu)(\omega-\omega_\nu)]$. The residue is the inverse slope:

$$\frac1{R_\nu}=\varepsilon'(\omega_\nu)=2\omega_\nu\sum_\mu\frac{S_\mu\omega_{T\mu}^2}{(\omega_{T\mu}^2-\omega_\nu^2)^2}. \tag{9}$$

The frequencies and $\varepsilon_\infty$ alone also suffice. For $n$ distinct contributing TO frequencies, (8) is a ratio of two polynomials of degree $n$ in $\omega^2$ and tends to $\varepsilon_\infty$ at large $\omega$. Hence

$$\frac1{\varepsilon(\omega)}=\frac1{\varepsilon_\infty}\frac{\prod_\mu(\omega_{T\mu}^2-\omega^2)}{\prod_\mu(\omega_\mu^2-\omega^2)}.$$

Near $\omega_\nu$ one denominator factor gives $-1/[2\omega_\nu(\omega-\omega_\nu)]$. Reversing the sign of the $n$ numerator factors and the $n-1$ remaining denominator factors cancels this minus sign:

$$R_\nu=\frac1{2\omega_\nu\varepsilon_\infty}\frac{\prod_\mu(\omega_\nu^2-\omega_{T\mu}^2)}{\prod_{\mu\ne\nu}(\omega_\nu^2-\omega_\mu^2)}. \tag{10}$$

With the other frequencies held apart, $R_\nu$ vanishes as $\omega_\nu$ approaches a TO frequency: a vanishing splitting means a vanishing polar coupling.

## One mode, and two well-separated modes

For one mode, (10) gives $R=(\omega_L^2-\omega_T^2)/(2\omega_L\varepsilon_\infty)$. The product form at $\omega=0$ gives $1/\varepsilon_0=\omega_T^2/(\varepsilon_\infty\omega_L^2)$. Eliminating $\omega_T$,

$$R=\frac{\omega_L}{2}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right),$$

and $4\pi R/(Vq^2)$ is the Fröhlich squared coupling. With several modes, this expression must be multiplied by the share

$$p_\nu=\frac{2R_\nu/\omega_\nu}{1/\varepsilon_\infty-1/\varepsilon_0},\qquad\sum_\nu p_\nu=1.$$

Using the one-mode expression for every mode would assign the whole ionic screening to each of them.

Now take two modes with the lower frequencies far below $\omega_{T2}$. In the low range the upper mode responds statically, so the lower mode sees the background $\varepsilon_m=\varepsilon_\infty+S_2$. The one-mode result with this background, followed by (7), gives

$$\frac{2R_1}{\omega_1}\to\frac1{\varepsilon_m}-\frac1{\varepsilon_0},\qquad\frac{2R_2}{\omega_2}\to\frac1{\varepsilon_\infty}-\frac1{\varepsilon_m}. \tag{11}$$

The upper mode screens the field of the lower one, whereas the slow lower mode cannot follow the upper one.

## Worked example

The cell has three ions moving along $\mathbf q$, with masses 40, 90 and 16 u and charges 1, 3 and $-4$. The springs, in hartree/bohr², are $k_{12}=0.02$, $k_{13}=0.08$ and $k_{23}=0.03$. The cell volume is 400 bohr³ and $\varepsilon_\infty=5$. These are round model parameters, not those of a material. The force-constant matrix

$$K=\begin{pmatrix}0.10&-0.02&-0.08\\-0.02&0.05&-0.03\\-0.08&-0.03&0.11\end{pmatrix}$$

defines $D_{\kappa\lambda}=K_{\kappa\lambda}/\sqrt{M_\kappa M_\lambda}$, and $s_\kappa=Z_\kappa/\sqrt{M_\kappa}$. There are one acoustic and two polar modes.

The TO frequencies are 23.508 and 59.001 meV, with strengths $S_1=3.784$ and $S_2=3.523$. With one more digit in each strength, $\varepsilon_0=5+3.7844+3.5232=12.3076$. For the lower longitudinal mode, (10) with squared frequencies in meV² gives

$$R_1=\frac{(772.16-552.65)(772.16-3481.16)}{2(27.788)(5)(772.16-6132.91)}\ \text{meV}=0.399\ \text{meV}.$$

For the upper mode,

$$R_2=\frac{(6132.91-552.65)(6132.91-3481.16)}{2(78.313)(5)(6132.91-772.16)}\ \text{meV}=3.525\ \text{meV}.$$

The sum rule then reads

$$\frac{2(0.39920)}{27.7878}+\frac{2(3.52475)}{78.3129}=0.02873+0.09002=0.11875.$$

The shares are 24.2% and 75.8%, although the lower mode has the slightly larger TO strength. Equation (11) explains the direction of this imbalance. With $\varepsilon_m=8.523$ it predicts terms of 0.0361 and 0.0827. Relative to the computed terms, the first is 26% too large and the second 8% too small. The limit is only qualitative here because $(\omega_{T1}/\omega_{T2})^2\simeq0.16$ is not very small.

The uncorrected one-mode expression gives residues of 1.650 and 4.650 meV. It overestimates the squared coupling by factors of 4.13 and 1.32, and $|g_\nu|$ by 2.03 and 1.15.

The couplings can also be obtained directly from charges. In a row of 20 cells, each 8 bohr long, the ions are displaced by $\eta e_\kappa M_\kappa^{-1/2}\cos(qr)$ with $q=0.03927$ bohr⁻¹, where $r$ is the equilibrium position of each ion and $\eta$ is small enough for the charge to be linear in it. With this phase the result does not depend on where the ions sit in the cell. Taking $r$ at the cell origin instead adds terms of higher order in $q$, which shift the couplings by up to about 1% at this $q$. The Fourier component $\rho_q$ of the resulting charge gives $\phi_q=4\pi\rho_q/(V\varepsilon_\infty q^2)$. The cosine contains $e^{iqr}$ with amplitude $\eta/2$, so $|\phi_q|$ is rescaled from $\eta/2$ to the zero-point amplitude $1/\sqrt{2N\omega_\nu}$. This gives $|g_1|=105.19$ meV and $|g_2|=312.565$ meV, in agreement with the residues. The ratio 2.971 is $\sqrt{3.52475/0.39920}$. The couplings depend on $N$ and $q$ through $1/(q\sqrt V)$; the residues do not.

For the same wave, the electronically screened repulsion is 0.20372 hartree and the static phonon attraction is 0.12096 hartree. Their difference, 0.08276 hartree, is the repulsion screened by $\varepsilon_0$.

## Damping

Replace $\omega^2$ in the ionic response by $\omega^2+i\gamma\omega$ with $\gamma>0$. The algebra leading to (3) is unchanged, so

$$\frac1\varepsilon=\frac1{\varepsilon_\infty}-\sum_\nu\frac{2\omega_\nu R_\nu}{\omega_\nu^2-\omega^2-i\gamma\omega},$$

where $\omega_\nu$ and $R_\nu$ keep their undamped values. All poles lie below the real axis. The function $\chi=1/\varepsilon-1/\varepsilon_\infty$ falls off as $\omega^{-2}$, so closing the contour of $\chi/\omega$ in the upper half-plane gives $\mathcal P\!\int_{-\infty}^{\infty}\chi\,d\omega/\omega=i\pi\chi(0)$. Its imaginary part, with $\mathrm{Im}\,\chi$ odd, is

$$\frac2\pi\int_0^\infty\mathrm{Im}\left[-\frac1{\varepsilon(\omega)}\right]\frac{d\omega}{\omega}=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}.$$

For $\gamma=2$ meV the integral is 0.118750, equal to the undamped sum at the digits shown. By contrast, a single peak integrated over a finite window loses its tails. With $\gamma=0.02$ meV and a window of $\pm h=\pm5$ meV around each peak, the areas divided by $\pi$ are 0.39873 and 3.52027 meV, 0.12% and 0.13% below the residues. A Lorentzian of half-width $\gamma/2$ loses the fraction $\gamma/(\pi h)\simeq0.13\%$ outside such a window. In the lower window, the tail of the upper peak makes up for about 0.01%.

## Use and limits

In an implementation, form $s$ and $D_L$ for each direction $\hat{\mathbf q}$, since frequencies, eigenvectors and residues may all change with direction. Equation (4) then gives $R_\nu$, and (9) or a contour integral of $1/\varepsilon$ around $\omega_\nu$ gives an independent value. On a low-symmetry four-atom crystal with tensor charges and anisotropic $\varepsilon_\infty$, the program compares contour residues with the squared couplings from (6), with the signs in (5), with (10) and with the sum rule. It does not test (9). The sum rule alone is a weaker check, because it cannot detect weight moved between modes at fixed total.

The residue determines the leading $1/q$ part of the coupling. It contains neither the terms that stay finite as $q\to0$ nor the coupling of modes with $s\cdot e_\nu=0$, which need not vanish. With free carriers, or with phonon energies close to electronic excitations, $\varepsilon_\infty$ can no longer be treated as constant. The poles of $1/\varepsilon$ may then mix ionic and electronic motion, and (4) does not give their residues.

## Numbers as computed

```
Ion masses (u): 40.0 90.0 16.0
Born charges (e): 1.0 3.0 -4.0
Springs k12, k13, k23 (hartree/bohr^2): 0.02 0.08 0.03
Cell volume (bohr^3): 400.0
eps_inf (dimensionless): 5.0
TO mode 1 frequency (meV): 23.5084
TO mode 1 strength (dimensionless): 3.78439
TO mode 2 frequency (meV): 59.0013
TO mode 2 strength (dimensionless): 3.52323
eps_0 (dimensionless): 12.30762
LO mode 1 frequency (meV): 27.7878
LO 1 residue of +1/eps at +w (meV): 0.39920
LO 1 residue of -1/eps at +w (meV): -0.39920
LO 1 loss peak area / pi (meV): 0.39873
LO 1 term 2R/w (dimensionless): 0.028732
LO 1 share of sum (percent): 24.20
LO 1 one-mode Frohlich residue (meV): 1.64989
LO mode 2 frequency (meV): 78.3129
LO 2 residue of +1/eps at +w (meV): 3.52475
LO 2 residue of -1/eps at +w (meV): -3.52475
LO 2 loss peak area / pi (meV): 3.52027
LO 2 term 2R/w (dimensionless): 0.090017
LO 2 share of sum (percent): 75.80
LO 2 one-mode Frohlich residue (meV): 4.64981
Sum of 2R/w (dimensionless): 0.118750
1/eps_inf - 1/eps_0 (dimensionless): 0.118750
Sum of R/w, positive poles only: 0.059375
Damping used in loss integral (meV): 2.0
Damped loss integral (dimensionless): 0.118750
Cells in the frozen wave: 20
Cell length along q (bohr): 8.0
Wave number q (1/bohr): 0.039270
4 pi/(V q^2) (hartree): 1.018592
LO 1 coupling |g| from charge sum (meV): 105.190
LO 1 coupling |g| from residue (meV): 105.190
LO 2 coupling |g| from charge sum (meV): 312.565
LO 2 coupling |g| from residue (meV): 312.565
Static attraction, sum 2g^2/w (hartree): 0.120957
Repulsion at eps_inf (hartree): 0.203718
Repulsion at eps_0 (hartree): 0.082761
```
